# A Single Grid Node Is Not a Mesh-Independent Point Contact

## The argument under review

The manuscript computes the resistance met by current entering a block of silver through a small circular spot. The block is replaced by a cubic lattice of resistors and the whole current is injected at one surface node. Three reasons are given for trusting the result:

1. A node has no size, so it represents a small contact on any mesh.
2. The potential a few micrometres away hardly changes when the mesh is refined, so the calculation has converged.
3. At a spacing of 2000 nm, the resistance agrees to about one per cent with that of a disc of the intended radius, 1000 nm.

The second observation holds once the spacing is small compared with the distance from the source, but it concerns a different quantity from the contact resistance. The first reason fails, and the third is a coincidence of mesh size. The question to settle is what contact a single node represents.

## What one bulk node represents

Let the medium be ohmic and isotropic, with resistivity $\rho$, and let the current be steady. A bond of length $h$ stands for a prism of cross-section $h^2$, so its resistance is $\rho h/h^2=\rho/h$. Inject a current $I$ at the origin of an unbounded lattice, with the return electrode at infinity, and write the node potentials as $V(\mathbf n)=(\rho I/h)\,g(\mathbf n)$. Kirchhoff's current law becomes

$$6g(\mathbf n)-\sum_{\text{neighbours}}g=\delta_{\mathbf n,0}.$$

A wave $e^{i\mathbf k\cdot\mathbf n}$ is multiplied by $\lambda=6-2\sum_i\cos k_i$ under the operation on the left. The solution that vanishes at infinity is therefore

$$g(\mathbf n)=\int_{-\pi}^{\pi}\frac{d^3k}{(2\pi)^3}\,\frac{e^{i\mathbf k\cdot\mathbf n}}{\lambda}.$$

Insert $1/\lambda=\int_0^\infty e^{-\lambda t}dt$. The three $k$ integrals then separate, and each is a modified Bessel function, $I_n(z)=(2\pi)^{-1}\int_{-\pi}^{\pi}e^{ikn+z\cos k}dk$. Hence

$$g(\mathbf n)=\int_0^\infty e^{-6t}I_{n_x}(2t)I_{n_y}(2t)I_{n_z}(2t)\,dt .$$

At large $t$ the integrand falls as $t^{-3/2}$, so the integral is finite. At the origin it gives $g_0=0.252731$. The resistance from the node to infinity is

$$R_{\rm node}=\frac{g_0\rho}{h}.$$

Compare this with a perfectly conducting sphere of radius $a_s$ in the continuous medium. Its current density is $I/(4\pi r^2)$ and its field is $\rho I/(4\pi r^2)$. Integrating the field from $a_s$ to infinity gives the resistance $\rho/(4\pi a_s)$. The two resistances are equal when

$$a_s=\frac{h}{4\pi g_0}=0.315\,h .$$

The node thus has an effective size, set by the mesh. Refinement shrinks the electrode, and $R_{\rm node}$ grows as $1/h$. This is the correct limit for the problem being posed, since a true point electrode in a continuous ohmic medium has infinite resistance. The factor 0.315 belongs to this nearest-neighbour lattice with equal bonds.

## Why the distant potential converges

Far from the source, small $k$ matters. There $\lambda=k^2-\tfrac1{12}\sum_i k_i^4+\dots$, and to first order in the quartic term

$$\frac1\lambda\simeq\frac1{k^2}+\frac{\sum_i k_i^4}{12k^4}.$$

The first term transforms to $1/(4\pi r)$, with $r$ in spacings. For the second, $1/k^4$ transforms to $-r/(8\pi)$ apart from a constant, because $-\nabla^2(-r/8\pi)=1/(4\pi r)$. Each factor $k_i^4$ becomes $\partial_i^4$, which removes the constant. The correction is

$$\delta g=-\frac1{96\pi}\sum_i\partial_i^4 r .$$

On the $x$ axis, $\partial_x^4r=0$. For a small transverse displacement $y$, $r=x+y^2/(2x)-y^4/(8x^3)+\dots$, so each transverse direction contributes $-3/x^3$. The sum is $-6/x^3$, and

$$g\simeq\frac1{4\pi x}\left(1+\frac1{4x^2}\right).$$

At 20 spacings the computed coefficient of $1/x^2$ is 0.2518, close to the leading value $1/4$.

At a fixed physical distance $d$ we have $x=d/h$. The leading potential is $\rho I/(4\pi d)$, without $h$, and the relative error along a lattice axis is $h^2/(4d^2)$. In other directions the coefficient differs and can be negative, but the error still falls as $h^2/d^2$. The distant potential depends on the total current and hardly on the size of the electrode. Its convergence cannot certify the potential of the electrode itself.

## A finite block does not remove the divergence

Suppose the source lies at the centre of a grounded cube of half-width $L$. Reflection in each wall reverses the sign of the source, so the images lie at $2L(n_1,n_2,n_3)$ with signs $(-1)^{n_1+n_2+n_3}$. This is the charge pattern of rock salt. With $M=1.74756$ the positive Madelung sum, the images contribute $-M\rho I/(4\pi\cdot2L)$ at the centre, and for $h\ll L$

$$R=\frac{g_0\rho}{h}-\frac{M\rho}{8\pi L}.$$

The walls subtract a finite amount, $0.06953\,\rho/L$, which does not depend on $h$ at this order. Solving Kirchhoff's equations directly in a cube with $L=20h$ gives $0.06957\,\rho/L$ for the same difference.

## The node on an insulating surface

The manuscript's contact is on a surface, where the result depends on how the boundary is discretised.

If the nodes lie on the surface, the bonds within it have half the normal cross-section and half the conductance. Two such half-spaces, joined at the surface, form the full lattice. By symmetry, injecting $2I$ into the full lattice sends $I$ into each half, at potential $2g_0\rho I/h$. Therefore $R=2g_0\rho/h$.

If the surface lies half a spacing above the top nodes, those nodes have no upward bond. Add a mirror lattice with a second source $I$ directly above the first. The bonds joining mirror nodes connect equal potentials and carry no current, so they may be present without changing anything. The potential is the sum of the two sources' contributions, and $R=(g_0+g_1)\rho/h$, where $g_1$ is the value at a nearest neighbour. Kirchhoff's law at the origin reads $6g_0-6g_1=1$, so $g_1=g_0-1/6=0.086064$.

To express these as discs, we need the resistance of a circular equipotential contact of radius $a$. Try the current density

$$j(r)=\frac{I}{2\pi a\sqrt{a^2-r^2}},$$

whose integral over the disc is $I$. A surface element $dA$ feeds only the half-space, so it contributes $\rho j\,dA/(2\pi s)$ at distance $s$. In polar coordinates about a point of the disc, $dA=s\,ds\,d\varphi$ and the factor $s$ cancels. Along a chord through that point, let $u$ be the position measured from the chord's midpoint and $c$ its half-length. Then $a^2-r^2=c^2-u^2$, and

$$\int_{-c}^{c}\frac{du}{\sqrt{c^2-u^2}}=\pi$$

for every chord. Each full chord covers two opposite directions, so the chords span an angle $\pi$:

$$V=\frac{\rho}{2\pi}\,\frac{I}{2\pi a}\,\pi\cdot\pi=\frac{\rho I}{4a}.$$

The potential is uniform over the disc, as required, and $R=\rho/(4a)$. A node on the surface is therefore equivalent to a disc of radius $h/(8g_0)=0.495h$. In the half-cell scheme the radius is $h/[4(g_0+g_1)]=0.738h$. The same phrase, "one surface node", describes two different contacts.

## Two valid replacements

**Resolve the contact.** Hold $a$ fixed, take all surface nodes within $a$ of the centre, and require them to share one potential. Their separate currents are unknowns, found from the linear equations $V=(2\rho/h)\sum_j g(\mathbf n_i-\mathbf n_j)I_j$ for nodes on the surface of an unbounded half-space. The resistance is $V/\sum_jI_j$.

**Correct an unresolved contact.** With nodes on the surface, the single-node resistance consists of the local term $2g_0\rho/h$ and a response from distant boundaries. If the real contact is also small compared with the distance to those boundaries, the response depends mainly on the total current. Only the local term needs replacing:

$$R_{\rm corrected}=R_{\rm node,box}-\frac{2g_0\rho}{h}+\frac{\rho}{4a}.$$

The separation can be tested on a contact that is not a node. For a disc of radius $4h$ in a half-box with $L=20h$, the isolated-disc resistance plus the wall term predicts $0.05655\,\rho/h$. The direct solution gives the same value to these digits. The centre of a cube is a favourable case, because its symmetry suppresses the leading correction for the size of the disc. With a single grounded plane at depth $20h$ instead, whose wall term is $-\rho\ln2/(2\pi L)$, the prediction is low by 0.08% for radius $4h$ and by 0.7% for radius $8h$.

The added resistance, $\rho/(4a)-2g_0\rho/h$, is positive only when $h>8g_0a$. On a finer mesh it is a negative correction to the terminal resistance. It does not repair the potential close to the contact, for which the disc must be resolved.

## The silver contact

Take $\rho=1.6\ \mu\Omega\,$cm, a rough room-temperature value for silver, and $a=1000$ nm. Since $\rho=16000$ mΩ nm, one side has

$$\frac{\rho}{4a}=\frac{16000}{4000}=4.000\ \text{mΩ}.$$

The block is a half-box of half-width and depth 20000 nm, grounded except at its insulating contact surface. The source of strength $I$ in the half-box corresponds to $2I$ in the full cube, so the wall term doubles to $2(0.06953)(16000/20000)=0.111$ mΩ. The continuum estimate is 3.889 mΩ. With the box and the intended disc held fixed, and with nodes on the surface, the meshes give:

| $h$ (nm) | One node (mΩ) | Corrected (mΩ) |
|---|---|---|
| 4000 | 1.910 | 3.888 |
| 2000 | 3.932 | 3.889 |
| 1000 | 7.976 | 3.889 |

The manuscript's agreement is the middle row. In an unbounded block, a node on the surface matches the disc when $h=8g_0a=2022$ nm, and 2000 nm happens to be close. In the half-cell scheme the match would fall near 1355 nm instead. One halving of the mesh would have exposed the error.

For the resolved disc without the box, spacings of 250, 125 and 62.5 nm give 4.064, 4.055 and 4.030 mΩ. The last is 0.7% above the continuum value. The approach is uneven: the first halving lowers the value by 0.009 mΩ and the second by 0.025 mΩ, so these three meshes do not justify an extrapolation. At the same spacings, one node gives 32.35, 64.70 and 129.40 mΩ.

The potential per unit current on the surface 4000 nm from a single node, again without the box, behaves quite differently. It falls from 0.686 mΩ at $h=2000$ nm to 0.637 mΩ at 250 nm, where it agrees with the continuum value for a point source to 0.1%. This is the convergence the manuscript observed. The intended disc would give 0.643 mΩ at the same distance, 1.1% more than a point source, and refining the mesh around a single node cannot recover that difference.

## What a real contact adds

Two silver bodies touching at this spot have a constriction resistance of about 8.0 mΩ, twice the one-sided value. The model assumes diffusive transport, constant temperature and a bare interface. A free-electron estimate with one carrier per atom gives a mean free path $\ell$ of about 53 nm. The ballistic resistance, $4\rho\ell/(3\pi a^2)$, is then 0.36 mΩ, or 4.5% of the constriction value. The diffusive and ballistic terms do not add exactly: the diffusive part is somewhat reduced at finite $\ell/a$, and the Nikolić–Allen interpolation for a circular orifice puts the net increase nearer 2%. At 1 A, with the distant metal at 300 K, $\rho$ proportional to $T$ and the Wiedemann–Franz law, a numerical heat balance gives a peak temperature rise of 1.1 K and a resistance increase of 0.24%. Handbook values for silver, a thermal conductivity near 429 W/(m K) and a temperature coefficient near 0.0038 K⁻¹, would raise these to about 1.2 K and 0.30%. The mean current density through the spot is then about $3.2\times10^7$ A/cm², and the small temperature rise does not show that the contact is stable: electromigration is not modelled. The bare interface is a fragile assumption. A uniform layer whose resistance multiplied by its area is $\rho_c$ adds $\rho_c/(\pi a^2)$ and a further amount, less than a tenth of the constriction resistance, because it also evens out the current over the disc. The first term equals the whole 8 mΩ when $\rho_c=2.5\times10^{-10}\ \Omega\,\text{cm}^2$. For a layer 10 nm thick, this corresponds to a bulk resistivity of $2.5\times10^{-4}\ \Omega\,$cm, roughly 160 times that of silver. A poorly conducting tarnish film can therefore dominate. At a metal–semiconductor contact, the barrier must likewise be compared with the semiconductor's own spreading resistance. Real joints may also touch at several spots, which this calculation does not describe.

## Recommendation

The distant potentials can stand, with their mesh error and the neglected size of the disc stated. The contact resistance should be recomputed with a disc of fixed radius, either resolved or introduced through the correction above, and shown on several meshes. A resolved disc needs more than three, because its stepped edge changes with the mesh and makes the approach uneven. The manuscript should also state where its surface lies relative to the nodes, because the local term depends on it. The numerical output gives the remaining digits.

## Computed results

```
g0, Green function at the node: 0.252731 (units rho/h)
g0 from Kirchhoff boxes: 0.252742 (units rho/h)
g at nearest neighbour: 0.086064 (units rho/h)
Equivalent sphere, bulk node: 0.3149 h
Axis far-field coefficient at 20 h: 0.2518
Rock-salt Madelung sum: 1.74756
Wall coefficient, images: 0.06953 (rho/L)
Wall coefficient, Kirchhoff: 0.06957 (rho/L)
Surface node, nodes on surface: 0.50548 rho/h
Surface node, half-cell offset: 0.33872 rho/h
Equivalent disc, nodes on surface: 0.4946 h
Equivalent disc, half-cell offset: 0.7379 h
Disc of 4 h in box, Kirchhoff: 0.05655 rho/h
Disc of 4 h in box, predicted: 0.05655 rho/h
Silver resistivity (rough input): 1.6 uOhm cm
Contact radius: 1000 nm; box half-width: 20000 nm
Disc resistance, one side: 4.000 mOhm
Disc resistance, both sides: 8.000 mOhm
One side in box, continuum: 3.8887 mOhm
Box, h=4000 nm: one node 1.9096 mOhm, corrected 3.8878 mOhm
Box, h=2000 nm: one node 3.9322 mOhm, corrected 3.8885 mOhm
Box, h=1000 nm: one node 7.9761 mOhm, corrected 3.8887 mOhm
Spacing of accidental agreement: 2022 nm
No box, h=250.0 nm: resolved disc 4.0643 mOhm, one node 32.35 mOhm
No box, h=125.0 nm: resolved disc 4.0550 mOhm, one node 64.70 mOhm
No box, h=62.5 nm: resolved disc 4.0297 mOhm, one node 129.40 mOhm
Resolved disc, last mesh shift: -0.0253 mOhm
Potential/current at 4000 nm, h=2000 nm: 0.68623 mOhm
Potential/current at 4000 nm, h=1000 nm: 0.64924 mOhm
Potential/current at 4000 nm, h=500 nm: 0.63924 mOhm
Potential/current at 4000 nm, h=250 nm: 0.63725 mOhm
Same, continuum: 0.63662 mOhm
Silver lattice constant (rough input): 0.409 nm
Mean free path, free electrons: 52.7 nm
Sharvin resistance: 0.358 mOhm
Sharvin from mode count: 0.358 mOhm
Sharvin / both-sides resistance: 4.5 %
Current: 1.0 A; bath temperature: 300 K
Voltage across contact: 8.019 mV
Peak temperature rise: 1.09 K
Resistance rise by heating: 0.24 %
Interface resistivity equal to constriction: 2.51e-10 Ohm cm2
```
